# Square-Root Softening of a First-Order Ferroelectric at Its Superheating Limit

## A case that can be worked by hand

Let the free-energy density of a uniform ferroelectric, in dimensionless form, be

$$F=\frac{aP^2}{2}-\frac{P^4}{2}+\frac{P^6}{6}.$$

A state with $P\neq0$ is stationary when $a-2P^2+P^4=0$, that is, when $(P^2-1)^2=1-a$. The larger root is $P^2=1+\sqrt{1-a}$. It exists up to $a=1$, where it meets the smaller root $P^2=1-\sqrt{1-a}$.

The stiffness of the state against a small change of polarization is $F''=a-6P^2+5P^4$. At $a=0.99$ the larger root is $P^2=1.1$, so

$$F''=0.99-6.60+6.05=0.44.$$

At $a=0.9999$ it is $P^2=1.01$, so

$$F''=0.9999-6.0600+5.1005=0.0404.$$

The distance to the limit has fallen by a factor of 100, but the stiffness by a factor of about 11. This is nearly the factor 10 of a square root. The small excess has a definite origin, which the general case makes plain.

## The model and the quantity sought

Consider one polarization component $P$, uniform in space, with

$$F=\frac{aP^2}{2}-\frac{bP^4}{4}+\frac{cP^6}{6},\qquad b>0,\quad c>0.$$

The electric field conjugate to $P$ is

$$E=\frac{\partial F}{\partial P}=aP-bP^3+cP^5.$$

The differential susceptibility is $\chi=dP/dE$ at $E=0$, so its inverse is the curvature of $F$:

$$\frac1\chi=\frac{\partial^2F}{\partial P^2}=a-3bP^2+5cP^4.$$

With this definition $\chi$ has the unit F/m, and $\chi/\varepsilon_0$ is the dimensionless susceptibility. The coefficients refer to constant temperature and zero stress, and therefore so does $\chi$. Temperature enters through $a=a_0(T-T_0)$ with $a_0>0$; at first $b$ and $c$ are constants.

The superheating limit is the temperature up to which the polar state remains a local minimum of $F$. It lies above the equilibrium transition, so the final approach takes place in a metastable state.

## First derivation: eliminate the coefficient $a$

At $E=0$ a polar state satisfies

$$a-bP^2+cP^4=0.$$

This is quadratic in $P^2$, with roots

$$P_\pm^2=\frac{b\pm\sqrt{b^2-4ac}}{2c}.$$

They are real for $a\le a_1$, where

$$a_1=\frac{b^2}{4c}.$$

Define the distance $\delta=a_1-a$. Since $b^2-4ac=4c(a_1-a)=4c\delta$,

$$P_\pm^2=P_1^2\pm\sqrt{\frac{\delta}{c}},\qquad P_1^2=\frac{b}{2c}.$$

To find the curvature, replace $a$ by $bP^2-cP^4$, which the stationary condition permits:

$$\frac{\partial^2F}{\partial P^2}=(bP^2-cP^4)-3bP^2+5cP^4=2P^2(2cP^2-b).$$

From the roots, $2cP_\pm^2-b=\pm2\sqrt{c\delta}$. Hence

$$\left.\frac{\partial^2F}{\partial P^2}\right|_{P_\pm}=\pm4P_\pm^2\sqrt{c\delta}.$$

The plus sign belongs to a minimum. The minus sign belongs to a maximum, the top of the barrier towards $P=0$, when $P_-^2>0$. The polar phase is therefore $P_+$, and inserting its value gives

$$\frac1\chi=4\sqrt{c\delta}\left(\frac{b}{2c}+\sqrt{\frac{\delta}{c}}\right)=2b\sqrt{\frac{\delta}{c}}+4\delta .$$

No approximation has been made within the model. Because $b=2\sqrt{ca_1}$, the same result reads

$$\frac1\chi=4\sqrt{a_1\delta}+4\delta=4\sqrt{a_1\delta}\,(1+u),\qquad u=\sqrt{\frac{\delta}{a_1}}.$$

As $\delta\to0^+$ the first term dominates and $1/\chi$ vanishes as $\sqrt\delta$. In the opening case $a_1=1$, and $\delta=0.01$ gives $4(0.1+0.01)=0.44$, as found there.

In terms of temperature, $a=a_1$ at

$$T_1=T_0+\frac{b^2}{4a_0c},\qquad \delta=a_0(T_1-T),$$

and therefore

$$\frac1\chi\simeq 2b\sqrt{\frac{a_0}{c}}\,\sqrt{T_1-T}\qquad(T\to T_1^-).$$

The formula was tested against the definition of $\chi$ by solving for $P$ in small positive and negative fields. In 60 cases, with $b$ and $c$ between 0.3 and 3 and $\delta/a_1$ between $10^{-5}$ and about 3, the largest relative difference was $1.6\times10^{-7}$.

### How wide is the square-root regime?

The relative correction to the square root is $u$. It is 10% when $\delta=0.01a_1$, or $T_1-T=0.01(T_1-T_0)$. The slope on a log–log plot shows the crossover. Since $1/\chi\propto u+u^2$ and $d\ln u=\tfrac12\,d\ln\delta$,

$$\frac{d\ln(1/\chi)}{d\ln\delta}=\frac12\,\frac{u+2u^2}{u+u^2}=\frac{\tfrac12+u}{1+u}.$$

This rises from $1/2$ at the limit towards 1 far below it, where $1/\chi\simeq4\delta$. If $b\to0$ at fixed $c$, then $a_1\to0$ and the square-root regime shrinks to nothing. At $b=0$, the tricritical case, $1/\chi=4\delta$ is linear. The square root thus needs $b>0$, as assumed.

The equilibrium transition lies inside the crossover. There the polar state has the same free energy as $P=0$. With $x=P^2>0$, the two conditions are

$$\frac a2-\frac{bx}{4}+\frac{cx^2}{6}=0,\qquad a-bx+cx^2=0.$$

Subtracting twice the first from the second gives $-bx/2+2cx^2/3=0$, so $x=3b/(4c)$. Then

$$a_c=bx-cx^2=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c}=\frac34a_1.$$

Thus $\delta=a_1/4$ and $u=1/2$. The polar inverse susceptibility is $4a_1(\tfrac12+\tfrac14)=3a_1$, while that of the nonpolar state is $a_c=3a_1/4$: a ratio of 4. The local exponent there is $2/3$. A crystal that transforms at equilibrium jumps before $1/\chi$ approaches zero.

## Second derivation: expand about the merging point

The second route does not solve for the polar state in closed form. Write the field as a function $G(P,T)=\partial F/\partial P$, and suppose that at some $P_1\neq0$ and $T_1$

$$G=0,\qquad \frac{\partial G}{\partial P}=0,\qquad \kappa=\frac{\partial^2G}{\partial P^2}>0,\qquad \gamma=\frac{\partial G}{\partial T}>0.$$

The first two conditions say that a stationary state has lost its stiffness. The sign of $\kappa$ corresponds to a positive polarization, and that of $\gamma$ places the polar state below $T_1$.

Let $P=P_1+p$ and $\tau=T_1-T>0$. If $G$ is smooth, Taylor expansion gives

$$G=-\gamma\tau+\frac{\kappa}{2}p^2+O(\tau p,\;p^3,\;\tau^2).$$

There is no term linear in $p$ alone. The two leading terms can balance if $p$ is of order $\sqrt\tau$. Put $p=q\sqrt\tau$ and divide $G=0$ by $\tau$:

$$-\gamma+\frac{\kappa}{2}q^2+O(\sqrt\tau)=0.$$

At $\tau=0$ this has the simple roots $q=\pm\sqrt{2\gamma/\kappa}$. Simple roots of a smooth equation move continuously under a small perturbation, so both survive for small $\tau$. The curvature of $F$ is

$$\frac{\partial G}{\partial P}=\kappa p+O(\tau,p^2),$$

which is positive for the upper root. Therefore

$$\frac1\chi=\sqrt{2\gamma\kappa\,\tau}+O(\tau).$$

The cause of the square root is now visible. Temperature shifts the force balance linearly, but near $P_1$ the restoring force is quadratic in displacement. The displacement is thus a square root, and the stiffness is proportional to the displacement.

For the polynomial model, $\gamma=a_0P_1$. Also, using $cP_1^2=b/2$,

$$\kappa=-6bP_1+20cP_1^3=(-6b+10b)P_1=4bP_1.$$

Hence

$$\sqrt{2\gamma\kappa\tau}=\sqrt{8a_0bP_1^2\tau}=\sqrt{\frac{4a_0b^2\tau}{c}}=2b\sqrt{\frac{a_0\tau}{c}},$$

the leading term found before.

### The next term

The expansion also recovers the correction. Since $G=P[c(P^2-P_1^2)^2-\delta]$ and $P^2-P_1^2=2P_1p+p^2$, keeping terms through order $\delta^{3/2}$ gives

$$0=-\delta P_1-\delta p+2bP_1p^2+4bp^3.$$

The leading solution is $p_0=\sqrt{\delta/(2b)}$. Set $p=p_0+p_1$, with $p_1$ of order $\delta$. At the next order, using $\delta=2bp_0^2$,

$$4bP_1p_0p_1=\delta p_0-4bp_0^3=-2bp_0^3,\qquad p_1=-\frac{p_0^2}{2P_1}.$$

Differentiating the same expansion with respect to $p$ gives the curvature to order $\delta$:

$$\frac1\chi=-\delta+4bP_1(p_0+p_1)+12bp_0^2.$$

The terms of order $\delta$ are $-2bp_0^2-2bp_0^2+12bp_0^2=8bp_0^2=4\delta$. They agree with the first derivation.

### A finite measuring field

With a field present, the leading balance is $E=-\delta P_1+2bP_1p^2$. The polar state needs $p^2\ge0$, so it disappears at an opposing field of magnitude

$$E_{\rm loss}\simeq\delta P_1.$$

The susceptibility diverges while the range of field in which the response is linear closes. A measurement must use $|E|\ll\delta P_1$, an increasingly severe condition near $T_1$.

## What each derivation assumes

The first derivation uses the particular sixth-order polynomial. In return it gives $1/\chi$ on the whole polar branch and fixes the size of the correction. The second needs a smooth free energy, a nonzero $\kappa$ and a nonzero $\gamma$, but is restricted to the neighbourhood of $T_1$. Higher powers of $P$ can change its amplitude without changing the exponent, as long as these conditions hold.

In particular, $b$ and $c$ may vary with temperature. Then

$$\gamma=P_1\left(\frac{da}{dT}-P_1^2\frac{db}{dT}+P_1^4\frac{dc}{dT}\right),$$

evaluated at $T_1$. The amplitude becomes $\sqrt{2\gamma\kappa}$ with $\kappa=4bP_1$.

Both derivations treat $P$ as uniform and neglect thermal fluctuations. Both also concern the isothermal, stress-free response, and this restriction matters.

**Constant entropy.** For constant $b$ and $c$, the entropy density is $S_0(T)-a_0P^2/2$. Let $C=T\,dS_0/dT$ be the heat capacity per volume at fixed $P$. Setting $dS=0$ gives $dT/dP=Ta_0P/C$. Since $\partial E/\partial T=a_0P$,

$$\left(\frac{dE}{dP}\right)_S=\frac1\chi+\frac{T(a_0P)^2}{C}.$$

**Constant strain.** Describe coupling to one strain $x$ by adding $Y(x-QP^2)^2/2$, where $Y$ is a stiffness and $Q$ the electrostrictive coefficient. Zero stress gives $x=QP^2$ and returns the original $F$. If $x$ is instead held at that value while $P$ is probed, the second derivative gains $4YQ^2P^2$.

Neither addition vanishes at $T_1$. A probe too fast for heat exchange or for the strain to follow does not see a diverging susceptibility.

## Numbers in the regime of barium titanate

Take the rough values $a_0=6.7\times10^5$ J m/(C² K), $T_0=380$ K, $b=8.0\times10^8$ J m⁵/C⁴ and $c=1.7\times10^{10}$ J m⁹/C⁶. Then

$$a_1=\frac{(8.0\times10^8)^2}{4(1.7\times10^{10})}=9.41\times10^6\ \text{m/F},$$

and $T_1-T_0=a_1/a_0=14.05$ K, so $T_1=394.05$ K. The equilibrium transition is at three quarters of this interval, $T_c=390.54$ K. The superheating window is 3.51 K wide. The extra digits serve to compare numbers within the model; the rough inputs do not fix real temperatures so finely. The polarization falls from 18.8 µC/cm² at $T_c$ to $P_1=15.3$ µC/cm² at $T_1$.

The square-root amplitude is $1.0045\times10^7$ m/(F K$^{1/2}$). At 1 K below $T_1$ the two terms are

$$1.0045\times10^7+4(6.7\times10^5)=1.27\times10^7\ \text{m/F}.$$

| $T_1-T$ (K) | $1/\chi$ (m/F) | ratio to root law | $\chi/\varepsilon_0$ |
|---|---|---|---|
| 0.010 | $1.03\times10^6$ | 1.027 | 110,000 |
| 0.100 | $3.44\times10^6$ | 1.084 | 33,000 |
| 1.000 | $1.27\times10^7$ | 1.267 | 8,900 |
| 3.512 | $2.82\times10^7$ | 1.500 | 4,000 |

The correction to the root law reaches 10% at 0.14 K from the limit. Across most of the metastable window, a fitted single power would therefore exceed $1/2$. This follows from the $4\delta$ term and does not signal a different limiting law.

### Which neglected effects matter?

Let $b$ and $c$ keep their values at $T_c$ but have the rough slopes $-2.0\times10^7$ J m⁵/(C⁴ K) and $-3.0\times10^8$ J m⁹/(C⁶ K). The window narrows from 3.51 to 2.42 K, and the amplitude rises by 16%, to $1.16\times10^7$ m/(F K$^{1/2}$). The exponent remains $1/2$.

For the constant-coefficient model at 1 K below $T_1$, an opposing field of 1.03 kV/cm removes the polar state. With $C=3.0\times10^6$ J/(m³ K), constant entropy adds $1.75\times10^6$ m/F to $1/\chi$, or 14% of the isothermal value. At $T_1$ the addition is $1.39\times10^6$ m/F. The root law equals this at

$$T_1-T=\left(\frac{1.39\times10^6}{1.0045\times10^7}\right)^2\text{K}\approx0.02\ \text{K}.$$

With the slopes of $b$ and $c$ given above, the addition at the limit is $T\gamma^2/C\approx2.9\times10^6$ m/F, about twice as large, and this distance grows to about 0.06 K.

Clamping is much stronger. With $Y=100$ GPa and $Q=0.10$ m⁴/C², it adds $1.19\times10^8$ m/F at 1 K below $T_1$, about nine times the stress-free $1/\chi$. If the strain is held fixed at all temperatures, expanding the elastic term changes $b$ to $b-2YQ^2=-1.2\times10^9$ J m⁵/C⁴. The quartic term is then stabilizing, and this one-strain model has no superheating limit at all.

Thermal nucleation can limit access to the last part of the curve. The simplest estimate leaves out depolarizing and elastic misfit energies. Add a gradient energy $g|\nabla P|^2/2$ with the rough isotropic value $g=2.0\times10^{-10}$ J m³/C². A spherical critical droplet, in which the polarization is reduced but need not reach zero, makes this energy stationary:

$$g\left(\frac{d^2P}{dr^2}+\frac2r\frac{dP}{dr}\right)=\frac{\partial F}{\partial P},$$

with $dP/dr=0$ at the centre and $P\to P_+$ far away. Its energy relative to the uniform polar state is 217 $kT$ at 2 K below $T_1$, 42 $kT$ at 1 K and 15 $kT$ at 0.5 K.

To read these barriers, assume one nucleation site per cube of side 4.6 nm and $10^{12}$ attempts per second at each. A cubic millimetre then makes about $10^{28}$ attempts per second, and $\ln10^{28}\approx64$. Within this simplified model, 42 $kT$ gives rapid nucleation, whereas 217 $kT$ gives practically none. The barrier reaches 64 $kT$ about 1.3 K below $T_1$, and at 0.14 K, where the root law first holds to 10%, it is only about 4 $kT$. The barrier scales as $g^{3/2}$, so these readings depend on the rough value of $g$: at 1 K it would be 15 $kT$ for $g=1\times10^{-10}$ and 165 $kT$ for $g=5\times10^{-10}$ J m³/C².

These barriers do not predict where a real crystal loses its polar state. At 1 K below $T_1$ the nonpolar phase is favoured by only about $3\times10^4$ J/m³. If the polarization around it stayed fixed, an unscreened nonpolar sphere would cost a depolarizing energy of $P^2/(6\varepsilon_0)\approx6\times10^8$ J/m³. The polarization inside and outside can respond, which lowers this cost enormously. Treating both phases as linear isotropic dielectrics gives $P^2/[2\varepsilon_0(\varepsilon_{\rm in}+2\varepsilon_{\rm out})]$; with the model values $\varepsilon_{\rm in}\approx13{,}000$ and $\varepsilon_{\rm out}\approx8{,}900$ this is about $5\times10^4$ J/m³, the same order as the driving force. The field involved, about 6 kV/cm, exceeds the field that removes the polar state, so this linear estimate gives only an order of magnitude. A nucleus forced to keep the polar strain would cost about $4\times10^5$ J/m³. A real nucleus can reduce these costs through its shape, through the response of its surroundings, through screening charge or by forming at a surface or defect. The model above does not describe such a nucleus.

Barium titanate does have a first-order cubic–tetragonal transition, roughly near 400 K, and the input $T_0$ was chosen to place the model transition in that region. The coefficients are rough, and the widths of a few kelvin depend strongly on them. A real sample may also contain domain walls, whose motion contributes to the measured response, and may be held by electrodes or a substrate. At 1 K from the limit, clamping changes $1/\chi$ far more than constant entropy or the assumed slopes of $b$ and $c$ do. The calculated $\chi/\varepsilon_0$ therefore describes a slowly probed, stress-free single domain, not a general permittivity of the material. The numerical output below gives the remaining digits and inputs.

## Calculated quantities

```
inputs: a0 = 6.70e+05 J m/(C^2 K), T0 = 380.0 K
inputs: b = 8.00e+08 J m^5/C^4, c = 1.70e+10 J m^9/C^6
largest relative error of exact formula, 60 cases = 1.6e-07
a1 = 9.4118e+06 m/F, T1 - T0 = 14.047 K, T1 = 394.047 K
Tc = 390.536 K, T1 - Tc = 3.512 K
P at T1 = 15.34 uC/cm2
P at Tc = 18.79 uC/cm2
polar/nonpolar inverse susceptibility at Tc = 4.0000
local exponent at delta/a1 = 1e-6: 0.5005
local exponent at Tc: 0.6667
square-root amplitude = 1.0045e+07 m/(F K^0.5)
T1-T for 10% correction to square root = 0.140 K
T1-T (K) | P (uC/cm2) | 1/chi (m/F) | root law (m/F) | ratio | chi/eps0
0.010 | 15.54 | 1.0313e+06 | 1.0045e+06 | 1.0267 | 109517
0.100 | 15.97 | 3.4444e+06 | 3.1764e+06 | 1.0844 | 32790
1.000 | 17.26 | 1.2725e+07 | 1.0045e+07 | 1.2668 | 8876
3.512 | 18.79 | 2.8235e+07 | 1.8824e+07 | 1.5000 | 4000
slopes: db/dT = -2.0e+07 J m^5/(C^4 K), dc/dT = -3.0e+08 J m^9/(C^6 K)
with slopes: T1 = 392.953 K, T1 - Tc = 2.418 K
with slopes: amplitude = 1.1617e+07 m/(F K^0.5)
1 K below T1: field destroying polar state = 1.032 kV/cm
1 K below T1: leading estimate delta*P1 = 1.028 kV/cm
inputs: heat capacity = 3.0e+06 J/(m^3 K), Y = 100 GPa, Q = 0.10 m^4/C^2
1 K below T1: isothermal stress-free 1/chi = 1.272e+07 m/F
1 K below T1: adiabatic addition = 1.753e+06 m/F
1 K below T1: clamped addition = 1.192e+08 m/F
at T1: adiabatic addition = 1.387e+06 m/F
at T1: clamped addition = 9.412e+07 m/F
inputs: g = 2.0e-10 J m^3/C^2, length unit = 4.61 nm
0.5 K below T1: critical droplet energy = 15.3 kT
1.0 K below T1: critical droplet energy = 41.7 kT
2.0 K below T1: critical droplet energy = 217.0 kT
```
